# How a missing nonlinear core correction distorts chromium trihalide magnetic energies

## Definitions and conventions

A pseudopotential calculation treats the valence electrons explicitly and replaces the core by an ionic potential. Let \(n_v\) be the valence charge density, \(n_c\) the frozen core density and \(m=n_\uparrow-n_\downarrow\) the spin density. The core is taken as unpolarised, so \(m\) comes from the valence electrons. The local polarisation is

\[
\zeta=\frac{m}{n},\qquad n=n_v+n_c .
\]

The nonlinear core correction evaluates the exchange-correlation (xc) functional at this total density. Omitting it sets \(n=n_v\) in the functional. Core electrostatics is unaffected, because it is already in the ionic potential.

Formulas are in Hartree atomic units; the example uses nm and eV. The magnetic energy considered is

\[
D=E_{\rm AFM}-E_{\rm FM}
\]

per Cr–Cr bond, for antiparallel (AFM) and parallel (FM) moments. Positive \(D\) favours FM order.

## Why core charge weakens the spin energy

In the local spin-density approximation the exchange energy per volume is

\[
e_x=-\frac34\left(\frac3\pi\right)^{1/3}n^{4/3}\,
\frac{(1+\zeta)^{4/3}+(1-\zeta)^{4/3}}2 .
\]

For small \(\zeta\), \((1\pm\zeta)^{4/3}=1\pm\frac43\zeta+\frac29\zeta^2+\cdots\). The linear terms cancel in the sum, so the last fraction is \(1+\frac29\zeta^2+O(\zeta^4)\). With \(\frac34\cdot\frac29=\frac16\) and \(n^{4/3}\zeta^2=m^2n^{-2/3}\), the spin part is

\[
\Delta e_x=e_x(n,m)-e_x(n,0)\simeq
-\frac16\left(\frac3\pi\right)^{1/3}\frac{m^2}{n^{2/3}} .
\]

At fixed \(m\) and \(n_v\), the core therefore multiplies the local spin energy by \((1+n_c/n_v)^{-2/3}\). The same spin imbalance gains less exchange energy in a denser electron gas.

The direction of the effect does not rely on small polarisation. Inserting \(n_{\uparrow,\downarrow}=(n\pm m)/2\) gives

\[
e_x=-\frac34\left(\frac6\pi\right)^{1/3}
\left(n_\uparrow^{4/3}+n_\downarrow^{4/3}\right),\qquad
v_\sigma=\frac{\partial e_x}{\partial n_\sigma}
=-\left(\frac6\pi\right)^{1/3}n_\sigma^{1/3}.
\]

At fixed \(m\), each spin density changes by half the change in \(n\). Hence

\[
\left.\frac{\partial\Delta e_x}{\partial n}\right|_m=
\left(\frac6\pi\right)^{1/3}\left[
\left(\frac n2\right)^{1/3}-
\frac{n_\uparrow^{1/3}+n_\downarrow^{1/3}}2\right]\ge0,
\]

because the cube root is concave. Since \(\Delta e_x\le0\), its magnitude falls as core charge is added. For \(m>0\) the potential splitting falls too:

\[
\left.\frac{\partial(v_\downarrow-v_\uparrow)}{\partial n}\right|_m
=\frac16\left(\frac6\pi\right)^{1/3}
\left(n_\uparrow^{-2/3}-n_\downarrow^{-2/3}\right)<0 .
\]

These inequalities are proved for local exchange. With Perdew–Wang local correlation included, both trends held in a test of 4000 random cases, with initial densities from 0.01 to 10 electrons per cubic bohr, polarisations from 0.05 to 0.95, and total density raised by factors from 1.1 to about 21.

## Why the ionic potential does not absorb the error

An ionic potential is obtained by subtracting the valence Hartree and xc potentials from a screened atomic potential. For an unpolarised reference atom, the xc subtraction is \(v_{xc}[n_v,0]\) without the correction and \(v_{xc}[n_v+n_c,0]\) with it. When the atom is then polarised at unchanged \(n_v\), the error left in the potential for spin \(\sigma\) is

\[
\delta V_\sigma=
\{v_\sigma[n_v,m]-v_\sigma[n_v,0]\}
-\{v_\sigma[n_v+n_c,m]-v_\sigma[n_v+n_c,0]\}.
\]

Reversing \(m\) interchanges the spin potentials. Their mean is therefore even in \(m\) and their difference is odd. The mean error starts at order \(m^2\), while the splitting error starts at order \(m\). For the model atom below, halving the moment from 0.4 to 0.2 \(\mu_B\) reduced these errors by factors of about 4.0 and 2.0. A spin-independent ionic potential shifts both spins equally and cannot remove the splitting error. If bonding also changes \(n_v\), a further charge-dependent error appears.

## What survives in a magnetic energy difference

Let a Cr site have \(N\) d electrons and moment \(M\), both distributed as \(|\phi_d|^2\). Then \(n_{\uparrow,\downarrow}^{(d)}=\frac12(N\pm M)|\phi_d|^2\), and at fixed \(N\) and orbital shape

\[
\frac{dE_{xc}}{dM}=\frac12\int(v_\uparrow-v_\downarrow)|\phi_d|^2\,d^3r
=-\frac\Delta2,
\]

where \(\Delta=\int(v_\downarrow-v_\uparrow)|\phi_d|^2d^3r\) is the exchange splitting.

Now let \(\delta F\) be the error in the energy functional. Because the self-consistent energy is stationary, its first-order change is \(\delta F\) evaluated at the unperturbed density. Thus \(\delta D=\delta F_{\rm AFM}-\delta F_{\rm FM}\). If the two orders differ slightly in their site moments and otherwise have the same site densities,

\[
\delta D\simeq\frac{\delta\Delta}{2}\,(M_{\rm FM}-M_{\rm AFM}),
\]

where each \(M\) is now the sum of the site-moment magnitudes. A large error common to both orders cancels. The part tied to the different hybridisation of the two orders does not.

A two-site model shows how this happens. Each site has a filled t\(_{2g}\)-like orbital and an empty e\(_g\)-like orbital higher by \(C\). The hopping is \(t\) between t\(_{2g}\) orbitals and \(s\) between a t\(_{2g}\) orbital and the neighbour's e\(_g\) orbital. The same \(\Delta\) splits both orbitals and is held fixed when the order changes, so \(D\) is a difference of band energies.

In the FM state, hopping between the two filled orbitals gives levels shifted by \(+t\) and \(-t\), whose sum is zero. Each electron can also mix with an empty orbital at energy \(C\), so to second order

\[
E_{\rm FM}=-\Delta-\frac{2s^2}{C}.
\]

In the AFM state, the neighbour's orbitals of the same spin lie higher by \(\Delta\) and \(C+\Delta\):

\[
E_{\rm AFM}=-\Delta-\frac{2t^2}{\Delta}-\frac{2s^2}{C+\Delta}.
\]

Subtraction gives

\[
D=2\left[\frac{s^2}{C}-\frac{s^2}{C+\Delta}-\frac{t^2}{\Delta}\right],
\qquad
\frac{dD}{d\Delta}=2\left[\frac{t^2}{\Delta^2}
+\frac{s^2}{(C+\Delta)^2}\right]>0 .
\]

The derivative agrees with the moment formula. In the AFM state each electron leaks to its neighbour with probability \(t^2/\Delta^2+s^2/(C+\Delta)^2\). A leaked electron removes one unit from its own site's moment and one from the oppositely polarised neighbour's. Two electrons lower the summed moment by four times that probability, and half of this is \(dD/d\Delta\).

An excessive \(\Delta\) suppresses the hybridisation that stabilises AFM order. With \(C\), \(t\) and \(s\) held fixed, the error therefore favours FM order. This sign depends on that assumption, as shown below. For \(s=0\) the coupling is AFM, \(D=-2t^2/\Delta\), and the error weakens it. For \(\Delta\to\infty\), \(D\) saturates, to this order, at \(2s^2/C\) and becomes insensitive to further error.

## Size of the effect in a model Cr site

The example uses Slater-type shells with rough, round parameters in the regime of a CrI\(_3\) monolayer. The mean radii are 0.060 nm for 3d and 0.045 nm for 3s and 3p. There are four d electrons, including one from covalency, a moment of 3 \(\mu_B\) and 18 core electrons. The densities are spherical and are not relaxed when the core is omitted.

Without the core, \(\zeta=3/4=0.75\) throughout the d shell. At 0.06 nm the core-to-valence ratio is 1.45, so the correct value is \(0.75/2.45=0.31\). The small-polarisation law predicts a spin-energy factor \(2.45^{-2/3}=0.55\), and the full local functional also gives 0.55. At 0.10 nm, where the core is thinner, the factor is 0.85.

Integrated over the site, the spin xc energy is −2.42 eV with the core and −4.98 eV without it. Most of this 2.56 eV error would cancel between FM and AFM order. The splitting rises from 3.26 to 6.96 eV, or by 114% of its full-core value.

With \(C=1.5\), \(t=0.10\) and \(s=0.15\) eV held fixed, the second-order formula gives

\[
D_{\rm core}=2\left[\frac{0.0225}{1.5}-\frac{0.0225}{4.757}
-\frac{0.0100}{3.257}\right]\text{eV}=14.4\ \text{meV},
\]

\[
D_{\rm no\ core}=2\left[\frac{0.0225}{1.5}-\frac{0.0225}{8.461}
-\frac{0.0100}{6.961}\right]\text{eV}=21.8\ \text{meV}.
\]

Diagonalisation gives 14.2 and 21.6 meV, a shift of 7.4 meV or 52% of the full-core result. A site error of electronvolts has become a bond error of millielectronvolts, yet it remains large relative to \(D\). The initial slope, 3.87 meV per eV, would predict \(3.87\times3.70=14.3\) meV. The actual shift is about half of that because the slope falls as \(\Delta\) grows, so the first-order formula explains the mechanism but overestimates this large change.

## Relation to a real monolayer

CrI\(_3\) monolayers are ferromagnetic, with about 3 \(\mu_B\) per Cr and an ordering temperature of very roughly 45 K. For classical spins \(S=3/2\) and a bond energy \(-J\,\mathbf S_1\cdot\mathbf S_2\), \(D=2JS^2=4.5J\). The full-core \(D\) then corresponds to \(J\approx3.2\) meV, within the few-meV range expected for this material. This agreement reflects the chosen hoppings and is not a prediction. The no-core splitting of about 7 eV for 3 \(\mu_B\), or 2.3 eV per \(\mu_B\), is far above the rough 1 eV per \(\mu_B\) typical of 3d exchange.

The real exchange path runs through iodine orbitals, which the model replaces by effective hoppings. Its percentage error is therefore not transferable: reducing \(t\) to 0.05 eV changes the shift from 52% to 26%. Adding a 3 eV Hubbard-type separation between the occupied orbital and the empty ones, with unchanged hoppings, reduces the shift from 7.4 to 3.1 meV. The full-core \(D\) itself then falls to about 1.0 meV, however, so the relative error grows to about 300%.

The splitting error itself changes less, in relative terms, under three variations of the model site:

- A t\(_{2g}\)-shaped spin density gives 3.8 eV with the core and 8.4 eV without it.
- The gradient-corrected PBE functional gives 3.6 and 7.3 eV.
- Smoothing the d orbital inside 0.10 nm gives 3.5 and 6.8 eV.

Self-consistent local-density orbitals of a Cr\(^{2+}\) ion, with mean 3s, 3p and 3d radii of 0.048, 0.051 and 0.065 nm, give 2.6 and 6.5 eV, a rise of about 150%.

A stable splitting error does not fix the sign of the error in \(D\), because the missing core also affects quantities held fixed above. A spherical ionic potential cannot absorb the anisotropic part of the xc potential. With the t\(_{2g}\)-shaped density the e\(_g\) level has its own splitting, 2.3 eV with the core and 5.1 eV without it, and omitting the core raises the majority e\(_g\) level against the majority t\(_{2g}\) level by 0.85 eV. With \(C\) fixed, \(D\) then rises from 12.9 to 20.6 meV. With the 0.85 eV added to \(C\), it falls to 10.7 meV. In the spherical model the spin-averaged error is also no longer small at 3 \(\mu_B\): it raises the d level by 0.7 eV, which can change the effective hoppings through iodine.

The thermal energy at 50 K is 4.3 meV. It is far below \(C\) and \(\Delta\), so electronic excitation is negligible here, but it is comparable with the error in \(D\). Core spin polarisation, spin–orbit coupling and self-consistent relaxation are left out. The numbers therefore give neither an anisotropy energy nor a Curie temperature.

## What to do about it

One remedy is to include a partial core in the xc functional. It equals the true core outside a radius \(r_0\) and is \(A\sin(Br)/r\) inside. With \(0<Br_0<\pi\), which keeps the partial core positive, \(A\) and \(B\) are fixed by

\[
\frac{A\sin(Br_0)}{r_0}=n_c(r_0),\qquad
B\cot(Br_0)-\frac1{r_0}=\frac{n_c'(r_0)}{n_c(r_0)} .
\]

The choice of \(r_0\) matters. Matching where \(n_c=2n_v\), at 0.052 nm, gives \(\Delta=3.37\) eV and \(D=14.7\) meV, both within 4% of the full-core results. Matching where \(n_c=n_v\), at 0.070 nm, gives 4.07 eV and 16.8 meV, errors of 25% and 18%. These errors depend on the shell shapes. With self-consistent Cr\(^{2+}\) orbitals and an unsmoothed d orbital, the \(n_c=2n_v\) radius moves out to 0.067 nm and the errors grow to 26% in \(\Delta\) and 28% in \(D\); at \(n_c=n_v\) they reach about 77% and 60%. Neither a density-ratio rule nor the presence of a core correction in a pseudopotential file establishes accuracy by itself.

The other remedy is to treat Cr 3s and 3p as valence. Omitting the ten deeper electrons then changes \(\Delta\) by 1.5% and \(D\) by 1.3% in this model, whose single-exponential 3d shell barely overlaps them. These small figures depend on that shell shape. With self-consistent, unsmoothed Cr\(^{2+}\) orbitals the change in \(\Delta\) is about 18%, so a core correction for the deeper electrons may still be needed. The estimate keeps 3s and 3p unpolarised, whereas an explicit calculation also lets them respond.

For a trihalide calculation, the useful check is to compare \(D\) from the chosen pseudopotential with an all-electron result, or with an explicit-3s3p result whose treatment of the deeper core has itself been tested. Geometry, functional, Hubbard parameter and Brillouin-zone sampling should be the same in both. If a partial core is used, \(D\) should also be converged with respect to \(r_0\) and the real-space density grid, since a smaller \(r_0\) retains a sharper core. Agreement of the total moment is insufficient: in the two-site model the total FM moment is 2 \(\mu_B\) with or without the core, while the missing core shifts \(D\) by half its value. The numerical output lists the remaining radii and energies.

## Numbers as computed

```
Rough model inputs, CrI3-monolayer regime
mean radius 1s: 0.0034 nm
mean radius 2sp: 0.0130 nm
mean radius 3sp: 0.0450 nm
mean radius 3d: 0.0600 nm
d electrons 4.0; moment 3.0 Bohr magnetons
crystal splitting C 1.50 eV
hoppings t 0.10, s 0.15 eV
r(nm), core/valence, polarisation bare, with core, energy ratio
0.02 27.078 0.750 0.027 0.116
0.04 3.186 0.750 0.179 0.389
0.06 1.453 0.750 0.306 0.552
0.08 0.668 0.750 0.450 0.716
0.10 0.307 0.750 0.574 0.846
spin xc energy, full core: -2.422 eV
spin xc energy, no core: -4.978 eV
halved moment: mean-error ratio 4.014
halved moment: splitting-error ratio 2.005
full core: Delta 3.257 eV, D 14.235 meV
no core: Delta 6.961 eV, D 21.639 meV
partial core: Delta 3.371 eV, D 14.663 meV
wider partial core: Delta 4.068 eV, D 16.834 meV
3s3p explicit, inner omitted: Delta 3.305 eV, D 14.419 meV
partial-core matching radius: 0.0518 nm
wider matching radius: 0.0696 nm
Delta increase without core: 113.7 %
D shift without core: 7.404 meV
D relative shift: 52.0 %
second-order D, full core: 14.401 meV
second-order D, no core: 21.809 meV
model moment sums FM, AFM: 2.00000, 1.99226 mu_B
dD/dDelta, full core: 3.868 meV/eV
t2g shape Delta full, none: 3.816, 8.433 eV
PBE Delta full, none: 3.564, 7.308 eV
pseudo-d cutoff: 0.10 nm
pseudo-d Delta full, none: 3.482, 6.767 eV
pseudo-d Delta partial core: 3.531 eV
Hubbard-type shift 3.0 eV: D shift 3.061 meV
t=0.05 eV: D full, none 18.750, 23.701 meV
thermal energy at 50 K: 4.309 meV
```
